# The Marvin integral M⁰(2p,2p) for hydrogenic orbitals and its factor of two: a numerical check

```python
"""
Result under test: for two electrons in hydrogenic 2p orbitals,
    M0(2p,2p) = 7 alpha^2 Z^3 / 6144 hartree,
with the one-ordering definition
    M0 = (alpha^2/4) int_0^inf dr1 P(r1)^2 / r1^3 int_0^r1 dr2 P(r2)^2.
Symbols (atomic units): Z nuclear charge, alpha fine-structure constant,
P(r) = r R(r) normalized radial function, Q(r) probability inside r,
J = 4 M0 / (alpha^2 Z^3) the dimensionless double integral.
Also tested: the factor two between one ordering and the whole quadrant,
and the role of 2 M0 as direct screening of the nuclear spin-orbit constant.
"""
from fractions import Fraction
from math import exp, factorial, sqrt

import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import cumulative_trapezoid, quad, trapezoid
from scipy.linalg import eigh_tridiagonal

alpha = constants.fine_structure
hartree_to_cm = constants.value("hartree-inverse meter relationship") / 100


def density(r, Z):
    """Radial density P(r)^2 of the hydrogenic 2p orbital."""
    return Z**5 * r**4 * np.exp(-Z * r) / 24


def integrate(f, a, b):
    return quad(f, a, b, epsabs=1e-12, epsrel=1e-10, limit=200)[0]


def inside_formula(r, Z):
    x = Z * r
    return 1 - exp(-x) * sum(x**j / factorial(j) for j in range(5))


# Finite sums of the derivation, in exact fractions
sum_terms = [Fraction(j + 1, 2**(j + 2)) for j in range(5)]
J_formula = (1 - sum(sum_terms)) / 24
reverse_terms = [Fraction(factorial(4), 24 * 2**5),
                 Fraction(factorial(5), 24 * 2**6)]
J_reverse = sum(reverse_terms) / 24

# Symbolic check of the orbital and of the integral from its definition
r, s, Zs = sp.symbols("r s Z", positive=True)
P = Zs**sp.Rational(5, 2) * r**2 * sp.exp(-Zs * r / 2) / sp.sqrt(24)
radial_residual = (-sp.diff(P, r, 2) / 2 + P / r**2 - Zs * P / r
                   + Zs**2 * P / 8)
assert sp.simplify(radial_residual) == 0
assert sp.simplify(sp.integrate(P**2, (r, 0, sp.oo)) - 1) == 0
inner = sp.integrate((P**2).subs(r, s), (s, 0, r))
J_symbolic = sp.integrate(sp.expand(P**2 / r**3 * inner), (r, 0, sp.oo))
J_exact = sp.Rational(J_formula.numerator, J_formula.denominator)
assert sp.simplify(J_symbolic - J_exact * Zs**3) == 0
assert sp.simplify(J_symbolic / 4 - 7 * Zs**3 / 6144) == 0
assert J_reverse == J_formula

# Inner integral of the reversed order, by quadrature
for Z, r2 in [(1.0, 2.0), (6.0, 0.5)]:
    numeric = integrate(lambda t: density(t, Z) / t**3, r2, 60 / Z)
    formula = Z**3 / 24 * (1 + Z * r2) * exp(-Z * r2)
    assert abs(numeric / formula - 1) < 1e-7


# Nested quadrature: one ordering, and the whole quadrant
def one_ordering(Z):
    top = 60 / Z
    return integrate(lambda a: density(a, Z) / a**3
                     * integrate(lambda b: density(b, Z), 0, a), 0, top)


def whole_quadrant(Z):
    top = 60 / Z

    def row(a):
        def kernel(b):
            return density(b, Z) / max(a, b)**3
        return density(a, Z) * (integrate(kernel, 0, a)
                                + integrate(kernel, a, top))
    return integrate(row, 0, top)


quadrature = {}
for Z in (1.0, 2.5, 6.0):
    quadrature[Z] = one_ordering(Z)
    assert abs(quadrature[Z] / (float(J_formula) * Z**3) - 1) < 1e-6
full = whole_quadrant(6.0)
assert abs(full / quadrature[6.0] - 2) < 1e-6

# Orbital from diagonalization of the radial Hamiltonian, Z = 1
step = 0.01
grid = step * np.arange(1, 4001)
energy, vector = eigh_tridiagonal(
    1 / step**2 + 1 / grid**2 - 1 / grid,
    np.full(grid.size - 1, -0.5 / step**2), select="i", select_range=(0, 0))
grid_density = vector[:, 0]**2 / step
grid_inside = cumulative_trapezoid(grid_density, grid, initial=0)
J_grid = trapezoid(grid_density / grid**3 * grid_inside, grid)
assert abs(energy[0] + 1 / 8) < 1e-5
# second-order grid with step 0.01: relative error of order 1e-4
assert abs(J_grid / float(J_formula) - 1) < 3e-4

# Worked example and the screening interpretation
Z = 6.0
r_sample = 1.0
Q_sample = inside_formula(r_sample, Z)
Q_numeric = integrate(lambda t: density(t, Z), 0, r_sample)
assert abs(Q_sample - Q_numeric) < 1e-10

for a, b in [(0.4, 1.1), (2.0, 0.7)]:
    average = 0.5 * integrate(
        lambda u: 1 / sqrt(a * a + b * b - 2 * a * b * u), -1, 1)
    assert abs(average - 1 / max(a, b)) < 1e-9


def repulsion(a):
    """Potential energy of electron 1 in the spherical cloud of electron 2."""
    return (integrate(lambda b: density(b, Z) / a, 0, a)
            + integrate(lambda b: density(b, Z) / b, a, 60 / Z))


nodes, weights = np.polynomial.legendre.leggauss(60)
radii = (nodes + 1) * 20 / Z
weights = weights * 20 / Z
slopes = np.array([(repulsion(a * 1.001) - repulsion(a * 0.999))
                   / (0.002 * a) for a in radii])
screening_numeric = alpha**2 / 2 * np.sum(
    weights * density(radii, Z) * slopes / radii)
r_minus_3 = integrate(lambda t: density(t, Z) / t**3, 0, 60 / Z)
zeta_nuclear = alpha**2 * Z / 2 * r_minus_3
assert abs(zeta_nuclear / (alpha**2 * Z**4 / 48) - 1) < 1e-8

M0 = 7 * alpha**2 * Z**3 / 6144
M0_numeric = alpha**2 / 4 * quadrature[6.0]
assert abs(M0_numeric / M0 - 1) < 1e-6
# finite-difference slope with relative step 0.001
assert abs(screening_numeric / (-2 * M0) - 1) < 2e-5
fraction = -screening_numeric / zeta_nuclear
assert abs(fraction - 7 / (64 * Z)) < 1e-6

print(f"fine-structure constant alpha = {alpha:.9f} (dimensionless)")
print(f"alpha^2 = {alpha**2:.6e} (dimensionless)")
print("terms (j+1)/2^(j+2), j=0..4:", ", ".join(map(str, sum_terms)))
print("sum of these terms =", sum(sum_terms))
print("J from the finite sum =", J_formula, f"= {float(J_formula):.8f}")
print("reversed-order terms:", ", ".join(map(str, reverse_terms)))
print("J from reversed order =", J_reverse)
print(f"J by quadrature, Z=1: {quadrature[1.0]:.8f}")
print(f"J from diagonalized orbital, Z=1: {J_grid:.6f}")
print(f"2p energy from diagonalization, Z=1: {energy[0]:.6f} hartree")
for charge, value in quadrature.items():
    print(f"one-ordering integral, Z={charge}: {value:.8f} bohr^-3")
print(f"whole-quadrant integral, Z=6: {full:.8f} bohr^-3")
print(f"ratio whole quadrant / one ordering = {full/quadrature[6.0]:.6f}")
print(f"worked example: Z = {Z:.0f}")
print(f"sample radius = {r_sample:.1f} bohr")
print(f"Q at sample radius = {Q_sample:.6f} (probability)")
print(f"mean r^-3 = {r_minus_3:.6f} bohr^-3")
print(f"M0 from formula = {M0:.6e} hartree")
print(f"M0 from quadrature = {M0_numeric:.6e} hartree")
print(f"M0 converted = {M0*hartree_to_cm:.4f} cm^-1")
print(f"nuclear spin-orbit constant = {zeta_nuclear:.6e} hartree")
print(f"screening from potential slope = {screening_numeric:.5e} hartree")
print(f"-2 M0 = {-2*M0:.5e} hartree")
print(f"fractional reduction = {fraction:.6f} (dimensionless)")
print(f"7/(64 Z) = {7/(64*Z):.6f} (dimensionless)")
print("finished without a failed check")
```

Printed output:

```
fine-structure constant alpha = 0.007297353 (dimensionless)
alpha^2 = 5.325135e-05 (dimensionless)
terms (j+1)/2^(j+2), j=0..4: 1/4, 1/4, 3/16, 1/8, 5/64
sum of these terms = 57/64
J from the finite sum = 7/1536 = 0.00455729
reversed-order terms: 1/32, 5/64
J from reversed order = 7/1536
J by quadrature, Z=1: 0.00455729
J from diagonalized orbital, Z=1: 0.004557
2p energy from diagonalization, Z=1: -0.125000 hartree
one-ordering integral, Z=1.0: 0.00455729 bohr^-3
one-ordering integral, Z=2.5: 0.07120768 bohr^-3
one-ordering integral, Z=6.0: 0.98437500 bohr^-3
whole-quadrant integral, Z=6: 1.96875000 bohr^-3
ratio whole quadrant / one ordering = 2.000000
worked example: Z = 6
sample radius = 1.0 bohr
Q at sample radius = 0.714943 (probability)
mean r^-3 = 9.000000 bohr^-3
M0 from formula = 1.310483e-05 hartree
M0 from quadrature = 1.310483e-05 hartree
M0 converted = 2.8762 cm^-1
nuclear spin-orbit constant = 1.437787e-03 hartree
screening from potential slope = -2.62096e-05 hartree
-2 M0 = -2.62097e-05 hartree
fractional reduction = 0.018229 (dimensionless)
7/(64 Z) = 0.018229 (dimensionless)
finished without a failed check
```
